\section*{Why longer dosing widens the thickness gap in a saturated deep hole}

\section{A gap that grows after saturation}

A hole 200 nm wide and 20 $\mu$m deep is coated with yttrium oxide by atomic layer deposition. In a calculation for this hole, the bottom has filled 99.9\% of its adsorption sites after 0.65 s of precursor dosing. A 1 s dose leaves the film 0.0200 nm thicker at the mouth than at the bottom in each cycle. A 4 s dose leaves it 0.0319 nm thicker. The adsorption sites are full at every depth in both cases, so why does the additional dose make the film less uniform?

There is a second fact to explain. The ratio of bottom to mouth thickness is 0.867 for both doses. The absolute uniformity gets worse while the relative uniformity does not change. In the model below, both facts follow from one weak side reaction, decomposition of precursor on the wall at a rate proportional to the local gas density, once one counts where the gas is consumed and when.

\section{The gas and the wall}

Let the hole be a cylinder of diameter $d$ and depth $L$, with aspect ratio $a=L/d$, open at $z=0$ and closed at $z=L$. The algebra is in atomic units, with temperature $T$ expressed as an energy. A precursor molecule of mass $m$ has mean speed $v=\sqrt{8T/\pi m}$. At gas density $n$, half of the molecules move towards a given wall element, with mean normal speed $v/2$, so the collision flux is $J=(n/2)(v/2)=nv/4$.

Molecules are assumed to collide with the wall much more often than with each other, and to leave it diffusely, with a cosine distribution. Their axial motion is then a random walk. Let $\alpha$ be the angle between a flight and the axis, and $\chi$ the angle between its transverse projection and the wall normal. The flight has length $d\cos\chi/\sin\alpha$ and axial displacement $d\cos\chi\cot\alpha$. The cosine distribution gives it the weight $\sin^2\!\alpha\,\cos\chi\,d\alpha\,d\chi/\pi$, with $0<\alpha<\pi$ and $|\chi|<\pi/2$. Hence
\begin{align}
\langle \ell\rangle&=\frac d\pi\int\cos^2\!\chi\,d\chi\int\sin\alpha\,d\alpha
=\frac d\pi\cdot\frac\pi2\cdot2=d,\\
\langle \Delta z^2\rangle&=\frac{d^2}{\pi}\int\cos^3\!\chi\,d\chi\int\cos^2\!\alpha\,d\alpha
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.
\end{align}
Molecules leaving a wall have speeds weighted by flux, for which the mean of the inverse speed is $1/v$. The mean flight time is therefore $d/v$, and
\begin{equation}
D=\frac{\langle\Delta z^2\rangle}{2d/v}=\frac{dv}{3}.
\end{equation}

At each collision a molecule can be lost in two ways. It chemisorbs with probability $s_0(1-\theta)$, where $\theta$ is the fraction of sites already filled; this channel is self-limited. It decomposes with a small constant probability $\beta$, whatever the coverage; this channel has no end. A slice of the hole has wall area $\pi d\,dz$ and volume $(\pi d^2/4)\,dz$, a ratio of $4/d$. The loss per volume is thus $(4/d)(nv/4)=nv/d$ times the loss probability. With $N$ sites per wall area, and primes denoting derivatives in $z$,
\begin{align}
\frac{\partial n}{\partial t}&=D\,n''-\frac vd\left[s_0(1-\theta)+\beta\right]n,\label{gas}\\
N\frac{\partial\theta}{\partial t}&=s_0(1-\theta)\frac{nv}{4}.\label{cov}
\end{align}
The mouth is held at density $n_0$ from $t=0$, when the hole is empty and its walls are bare. Loss on the bottom disc is neglected, so $n'(L)=0$. The hole is isothermal, nothing desorbs, and the coreactant step that ends the cycle is taken to be complete.

\section{What is left when the sites are full}

Set $\theta=1$ in \eqref{gas}. The self-limited sink has gone, but decomposition still draws gas at every depth. The density settles in a time of order $L^2/D$, here about $3\times10^{-5}$ s, so $\partial n/\partial t$ can be dropped:
\begin{equation}
n''=\frac{\beta v}{dD}\,n=\frac{3\beta}{d^2}\,n=\frac{\phi^2}{L^2}\,n,\qquad \phi^2=3\beta a^2.
\end{equation}
With $x=z/L$, the general solution is a sum of $\cosh[\phi(1-x)]$ and $\sinh[\phi(1-x)]$. The condition $n'(L)=0$ removes the second, and $n(0)=n_0$ fixes the first:
\begin{equation}
n=n_0C(x),\qquad C(x)=\frac{\cosh[\phi(1-x)]}{\cosh\phi}.\label{profile}
\end{equation}
Molecules that feed the lower wall must pass the upper wall, where some are lost. A density gradient is needed to carry them, and it persists as long as the dose does.

Let each decomposed molecule leave the same film volume $V$ as a chemisorbed one, for the moment. Decomposition is first order in the local density, so the mouth thickens at the rate $R_0=V\beta J_0$, with $J_0=n_0v/4$, and the bottom at $R_0/\cosh\phi$. Their difference grows at
\begin{equation}
R_0\left(1-\frac1{\cosh\phi}\right)\simeq R_0\frac{\phi^2}{2}\qquad(\phi\ll1).\label{slope}
\end{equation}

In the example $\beta=10^{-5}$ and $a=100$, so $\phi^2=3\times10^{-5}\times10^4=0.300$ and $1/\cosh\phi=0.867$. The mouth receives $7.94\times10^4$ collisions per nm$^2$ and second, and $V=0.0375$ nm$^3$, which gives $R_0=0.0298$ nm/s. The gap therefore widens by $0.0298\times0.133=0.0040$ nm per second of dosing. Three more seconds add 0.0119 nm, which is the increase from 0.0200 to 0.0319 nm. The leading-order form in \eqref{slope} would give a fraction 0.150 instead of 0.133, about one eighth too much.

Two comparisons separate the causes. With $\beta=0$, numerical integration of \eqref{gas} and \eqref{cov} gives no mouth-to-bottom difference at 4 s beyond rounding error. With the same $\beta$ but an aspect ratio of 10, the mouth still grows by decomposition at the same rate, yet the gap widens by only $4.5\times10^{-5}$ nm/s, 89 times more slowly. Decomposition alone does not spoil the uniformity; it must also deplete the gas on the way down.

\section{Why the ratio stays fixed}

The slope does not yet give the thickness, because the bottom started late. While the upper wall was filling, little gas reached the bottom, and the mouth was already collecting decomposed material. This history can be included without following the filling in detail. Define the accumulated density and the number of molecules consumed per wall area,
\begin{equation}
U(z,t)=\int_0^t n\,dt',\qquad M=N\theta+\frac{\beta v}{4}U.\label{defs}
\end{equation}
Integrate \eqref{gas} over time from the empty hole. By \eqref{cov}, the chemisorption term integrates to $(4/d)N\theta$, and the decomposition term to $(4/d)(\beta v/4)U$. Thus
\begin{equation}
n=D\,U''-\frac4d\,M.
\end{equation}
The left side is the gas stored in the hole. Compared with the term in $N$ it is of size $n_0d/4N=2.5\times10^{-5}$ in the example, and it is dropped, leaving $DU''=(4/d)M$.

Once all sites are full, $\theta=1$ at every depth and $\theta''=0$. Differentiating $M$ twice then gives
\begin{equation}
M''=\frac{\beta v}{4}\,U''=\frac{\beta v}{4}\,\frac{4}{dD}\,M=\frac{3\beta}{d^2}M=\frac{\phi^2}{L^2}M.\label{M}
\end{equation}
The accumulated consumption obeys the same equation as the gas density, with the same condition $M'(L)=0$. At the mouth $U=n_0t$, so
\begin{equation}
M=(N+\beta J_0t)\,C(x).\label{Msol}
\end{equation}
With equal film volumes the thickness is $h=VM$. Writing $g=VN$ for the saturated growth per cycle,
\begin{equation}
h(0)-h(L)=(g+R_0t)\left(1-\frac1{\cosh\phi}\right),\qquad \frac{h(L)}{h(0)}=\frac1{\cosh\phi}.\label{main}
\end{equation}
The difference grows with the dose; the ratio does not depend on it. With $g=0.120$ nm, the gap at 1 s is $(0.120+0.0298)\times0.1333=0.0200$ nm, or 0.200 \AA. Integration of \eqref{gas} and \eqref{cov}, which assumes neither full coverage nor steady gas, gives the same value and a ratio of 0.8667 at 1, 2 and 4 s.

The term in $g$ comes from the late start. For $\beta\to0$, $DU''=4N/d$ with $U(0)=n_0t$ and $U'(L)=0$ has the solution
\begin{equation}
U=n_0t-\frac{4N}{dD}\left(Lz-\frac{z^2}{2}\right).
\end{equation}
At $z=L$ the deficit is $2NL^2/(dD)=6Na^2/v$. Divided by $n_0=4J_0/v$, it is a delay
\begin{equation}
\tau=\frac{3a^2N}{2J_0},
\end{equation}
which is 0.605 s here. During this delay the mouth gains $R_0\tau=V\beta J_0\tau=g\,(3\beta a^2/2)=g\phi^2/2$. The later growth $R_0t$ loses the same fraction $\phi^2/2$ on its way down, by \eqref{slope}. To leading order in $\phi^2$, the late start has thus already produced the fractional deficit that continued dosing goes on producing. The two agree because both measure the gradient needed to carry consumed molecules to depth, whether they were consumed by filling sites or by decomposing.

\section{When the ratio does change}

Suppose a decomposed molecule leaves a film volume $wV$. A value $w<1$ describes decomposition in which part of the consumed yttrium escapes in volatile products; $w>1$ describes a residue that swells the film. The gas balance is unaffected, since it counts molecules and not film. The thickness becomes $h=V[N+w(M-N)]$. With $\xi=\beta J_0t/N$, \eqref{Msol} gives
\begin{align}
h(0)-h(L)&=wg(1+\xi)\left(1-\frac1{\cosh\phi}\right),\\
\frac{h(L)}{h(0)}&=1-\frac{w(1+\xi)}{1+w\xi}\left(1-\frac1{\cosh\phi}\right).\label{w}
\end{align}
The difference grows with time for any $w>0$. For the ratio, the quotient rule gives
\begin{equation}
\frac{d}{d\xi}\,\frac{1+\xi}{1+w\xi}=\frac{(1+w\xi)-w(1+\xi)}{(1+w\xi)^2}=\frac{1-w}{(1+w\xi)^2}.
\end{equation}
The ratio therefore falls with longer dosing if $w<1$ and rises if $w>1$. Between 1 and 4 s it goes from 0.889 to 0.882 for $w=0.8$, and from 0.841 to 0.852 for $w=1.25$. Both move towards $1/\cosh\phi$, the limit of \eqref{w} for large $\xi$, where nearly all of the film comes from decomposition.

Two other changes leave the ratio alone at $w=1$. If the mouth pressure rises gradually, $n_0t$ is replaced by $\int n(0,t)\,dt$, which alters the factor in front of $C(x)$ but not $C(x)$. If decomposition occurs on filled sites only, $U$ in \eqref{defs} is replaced by
\begin{equation}
\int_0^t\theta n\,dt'=U-\int_0^t(1-\theta)n\,dt'=U-\frac{4N\theta}{s_0v},
\end{equation}
where the last step integrates \eqref{cov}. At full coverage the subtracted term is the same at every depth, so \eqref{M} still holds. Numerical integration with a pressure rise time of 0.2 s, and separately with decomposition on filled sites only, gives 0.8667 in both cases.

\section{The best dose}

Without a dose there is no film and no difference. In the example, a short dose fills the mouth while the bottom is still bare, so the absolute difference first rises. It then falls as the bottom fills, and finally grows again according to \eqref{main}. Between the fall and the renewed growth it has a local minimum. Equation \eqref{cov} integrates to
\begin{equation}
1-\theta=\exp\left(-\frac{s_0vU}{4N}\right).
\end{equation}
If a small fraction $\varepsilon$ of the bottom sites is bare, then $vU(L)/4=(N/s_0)\ln(1/\varepsilon)$. With so few bare sites \eqref{Msol} remains a good approximation, and at the bottom it reads
\begin{equation}
N+\frac{\beta N}{s_0}\ln\frac1\varepsilon=\frac{N+\beta J_0t}{\cosh\phi}.
\end{equation}
Solving for the time,
\begin{equation}
t_\varepsilon=\frac{N}{\beta J_0}\left[\cosh\phi\left(1+\frac{\beta}{s_0}\ln\frac1\varepsilon\right)-1\right].\label{time}
\end{equation}
In the example $N=3.20$ nm$^{-2}$ and $s_0=0.01$, so the prefactor is 4.03 s. For $\varepsilon=10^{-3}$ the bracket is $1.1538\times1.0069-1=0.1618$, and $t_\varepsilon=0.652$ s, as the numerical integration also gives.

For $w=1$ the difference stops falling when the bottom gains film as fast as the mouth. By then the mouth sites are full, and
\begin{equation}
s_0[1-\theta(L)]\,n(L)+\beta\,n(L)=\beta\,n_0.
\end{equation}
With $n_0/n(L)\simeq\cosh\phi$ from \eqref{profile},
\begin{equation}
1-\theta(L)\simeq\frac{\beta}{s_0}(\cosh\phi-1).
\end{equation}
This is about $1.5\times10^{-4}$ here, and \eqref{time} places it at 0.661 s. The integration finds the minimum at 0.66 s, with a gap of 0.0186 nm. In the example, with $w=1$ and a fixed number of cycles, the dose of least absolute difference among those long enough to fill the mouth thus lies just beyond saturation of the bottom. The minimum is not zero, because the late start has already left its mark: by \eqref{main} and \eqref{time} the gap there is about $g(\cosh\phi-1)$. Just after the mouth has filled, with the bottom still bare, the gap is about $g$. In a deeper hole with the same $s_0$ and $\beta$, the minimum near bottom saturation is therefore only a local one once $\cosh\phi$ exceeds about 2. In a much deeper hole, or with $s_0$ comparable to $\beta$, the bottom may never gain film faster than the mouth, and then there is no such minimum.

A very deep hole shows the opposite limit. For $\phi\gg1$, \eqref{profile} decays over the length $L/\phi=d/\sqrt{3\beta}$, which is 37 $\mu$m in the example, nearly twice the depth. In a hole much deeper than this length, $\cosh\phi\simeq e^\phi/2$, and by \eqref{time} the time to saturate the bottom grows exponentially with depth. At that moment the mouth film is about $\cosh\phi$ times as thick as the bottom film. The assumption of fixed diameter then needs particular care, since the mouth may close first.

\section{The real process and the limits of the model}

The example represents deposition from tris(methylcyclopentadienyl)yttrium and water. The growth of 0.12 nm per cycle, oxide density of 5.0 g/cm$^3$, precursor pressure of 0.1 Torr and temperature of 600 K are rough typical values. The sticking and decomposition probabilities are round model choices, not measured properties of this precursor. The chosen decomposition is strong for a process meant to be self-limiting: a 1 s dose adds a quarter to the saturated growth at the mouth.

The ratio depends on temperature through $\beta$. With an assumed activation energy of 1.5 eV for $\beta$, a surface 10 K hotter has $\beta$ larger by a factor of 1.61, and the ratio drops from 0.867 to 0.799. Pressure does not enter $\phi$; in this model it only changes how quickly the same sequence of profiles is passed through.

The film also narrows the hole. If $d$ varies slowly with $z$, the flow through a cross-section, $(\pi d^2/4)(dv/3)U'$, must supply the wall consumption $\pi d\,M$ per unit depth. Multiplying this balance by $3\beta/\pi$ and using $M'=(\beta v/4)U'$ gives
\begin{equation}
(d^3M')'=3\beta\,d\,M.
\end{equation}
This is solved for each cycle, with the diameter left by the previous ones. After 20 cycles the ratio is 0.863 for 1 s doses and 0.861 for 4 s doses. The longer dose deposits more film, narrows the hole further, and so slightly worsens even the relative uniformity at $w=1$. The absolute differences are 0.41 and 0.66 nm, against 0.40 and 0.64 nm at fixed diameter.

The diffusion law can be checked by following the exchange of molecules between wall rings, mouth and bottom disc directly. This treatment retains the finite length of the flights and the loss on the disc. It gives a flux of 0.863 at the lowest ring, relative to the incoming flux, so diffusion overestimates it by about half a percent. Collisions between molecules have a small effect at low pressure. At a total pressure of 1 Torr the mean free path is roughly 22 $\mu$m, about a hundred hole diameters but comparable to the depth. Cutting the flights at this length, with isotropic rescattering, lowers $D$ by about 2\% and the ratio from 0.867 to about 0.864. At 10 Torr the same estimate gives about 0.85.

The growing gap and the fixed ratio both rest on decomposition being first order in the local gas density, which is an assumption and not an established property of this precursor. Suppose instead that adsorbed molecules decompose at a fixed rate per filled site, and that the freed site is quickly refilled. Then every saturated depth grows at nearly the same rate. With the same growth rate at the mouth, the gap stays at 0.017 nm from 1 to 4 s and the ratio rises from 0.89 to 0.93. The rules below do not apply to that mechanism.

Desorption, decomposition in the gas and depletion across the reactor are not included, and their effect on these numbers is not estimated. Within the stated assumptions, and for $w=1$ at fixed diameter, two films of equal mouth thickness have the same mouth-to-bottom difference whichever saturating dose was used, because the ratio is the same. Under the same conditions, shortening a saturating dose towards the optimum found above reduces the gap at a fixed number of cycles, while improving the ratio between saturated films requires a smaller $\beta a^2$. In a hole that narrows noticeably, the bottom takes longer to saturate in later cycles, so the dose needs a margin above the optimum of the first cycle. The values for the doses and variants of the collisionless first-order model are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 600 K
Precursor / total pressure: 0.1 / 1.0 Torr
Hole diameter / depth: 200 / 20000 nm
Aspect ratio: 100
Saturated growth per cycle: 0.120 nm
Oxide density (rough): 5.0 g/cm3
Precursor molecular mass: 326.3 u
Film volume per Y atom: 0.03750 nm^3
Chemisorbed molecules at saturation: 3.200 nm^-2
Mean molecular speed: 1.9732e+11 nm/s
Precursor density at mouth: 1.6094e-06 nm^-3
Wall collision flux at mouth: 7.9393e+04 nm^-2 s^-1
Sticking s0 / decomposition beta: 0.010 / 1.0e-05
phi^2 / phi: 0.3000 / 0.5477
Bottom/mouth ratio, formula: 0.8667
Bottom/mouth gas density, simulation: 0.8667
Decomposition growth rate at mouth: 0.02977 nm/s
Decomposition growth rate at bottom: 0.02580 nm/s
Growth of difference, simulation: 0.003968 nm/s per cycle
Growth of difference, formula: 0.003968 nm/s per cycle
Bottom 99.9% saturated, simulation: 0.6520 s
Bottom 99.9% saturated, formula: 0.6520 s
Dose of least difference, simulation: 0.6605 s
Dose of least difference, formula: 0.6607 s
Bare fraction at that dose, formula: 1.538e-04
Least difference per cycle: 0.01863 nm
Dose 1 s: mouth 0.14977, bottom 0.12981, difference 0.01996 nm; ratio 0.8667
Dose 2 s: mouth 0.17954, bottom 0.15561, difference 0.02393 nm; ratio 0.8667
Dose 4 s: mouth 0.23908, bottom 0.20721, difference 0.03187 nm; ratio 0.8667
Volume ratio w=0.80: bottom/mouth at 1 s 0.8890, at 4 s 0.8816
Volume ratio w=1.00: bottom/mouth at 1 s 0.8667, at 4 s 0.8667
Volume ratio w=1.25: bottom/mouth at 1 s 0.8413, at 4 s 0.8518
No decomposition, difference at 4 s: 3.6e-15 nm
No decomposition, exposure lag simulated / formula: 0.6047 / 0.6046 s
Aspect 10, growth of difference: 4.460e-05 nm/s per cycle
Pressure rise time 0.2 s, bottom/mouth ratio: 0.8667
Decomposition on covered sites only, ratio: 0.8667
Ballistic bottom flux / incoming flux: 0.8629
Number of cycles: 20
All cycles, 1 s, fixed diameter: difference 0.399 nm = 3.99 angstrom
All cycles, 4 s, fixed diameter: difference 0.637 nm = 6.37 angstrom
All cycles, 1 s, narrowing: mouth 2.995, bottom 2.586 nm; ratio 0.8634
All cycles, 4 s, narrowing: mouth 4.782, bottom 4.119 nm; ratio 0.8614
Collision diameter (rough): 0.8 nm
Mean free path (rough): 21852 nm; divided by diameter: 109
Stored gas / chemisorbed molecules: 2.51e-05
Assumed activation energy: 1.5 eV
Hotter by 10 K: beta factor 1.609, ratio 0.7992
\end{verbatim}
